\section*{Mean ionization energy after sudden electron removal from a Hartree-Fock determinant, part 1}

(Sections cited here and not found follow in the second part.)

\section{The intensity distribution and its mean}

When a photon ejects an electron from an atom, the ion may be left in any of several states. The photoelectron spectrum then has several lines, each at its own ionization energy; often one strong main line is accompanied by weaker satellites. This problem asks for the mean ionization energy of the whole spectrum, weighted by intensity, when the atom is described by a single Hartree-Fock determinant and the electron leaves suddenly.

The nuclei are fixed and the Hamiltonian is nonrelativistic. Equations are in Hartree atomic units. In an orthonormal set of spin orbitals $\varphi_p$, with creation and annihilation operators $a_p^\dagger$ and $a_p$,
\begin{equation}
H=\sum_{pq}h_{pq}\,a_p^\dagger a_q+\frac12\sum_{pqrs}\langle pq|rs\rangle\,a_p^\dagger a_q^\dagger a_s a_r .
\label{eq:H}
\end{equation}
Here $h_{pq}$ is the matrix element of kinetic energy plus nuclear attraction, and
\begin{equation}
\langle pq|rs\rangle=\int\!\!\int \varphi_p^*(1)\varphi_q^*(2)\,\frac{1}{r_{12}}\,\varphi_r(1)\varphi_s(2)\,d1\,d2 .
\label{eq:integral}
\end{equation}
A constant nuclear repulsion, present in a molecule, would cancel from every energy difference below. The operators obey $a_pa_q^\dagger+a_q^\dagger a_p=\delta_{pq}$ and $a_pa_q+a_qa_p=0$.

The initial state is a normalized $N$-electron Hartree-Fock determinant $\Phi$ with energy $E_{\rm HF}=\langle\Phi|H|\Phi\rangle$. The ion states $\Psi_n$ are the eigenstates of the same $H$ with $N-1$ electrons, $H\Psi_n=E_n\Psi_n$. A sum over $n$ includes an integral over the continuum, where the ion has lost a further electron (shake-off).

\subsection*{(a) Which state does the fast electron leave behind?}

Light acts through a one-electron operator $D=\sum_{pq}d_{pq}a_p^\dagger a_q$. The photoelectron occupies a continuum orbital $\kappa$ that is empty in $\Phi$. Treat it as independent of the ion, so that the final state is $a_\kappa^\dagger\Psi_n$. Find the transition amplitude, and state what is needed for the relative intensities to be
\begin{equation}
w_n=|\langle\Psi_n|a_k\Phi\rangle|^2 ,
\label{eq:w}
\end{equation}
where $k$ is one occupied orbital of $\Phi$.

\paragraph{Solution.} The bra of the final state is $\langle\Psi_n|a_\kappa$, so the amplitude is
\begin{equation}
A_n=\sum_{pq}d_{pq}\,\langle\Psi_n|a_\kappa a_p^\dagger a_q|\Phi\rangle .
\end{equation}
Move $a_\kappa$ to the right. The first anticommutator gives
\begin{equation}
a_\kappa a_p^\dagger a_q=\delta_{\kappa p}\,a_q-a_p^\dagger a_\kappa a_q
=\delta_{\kappa p}\,a_q+a_p^\dagger a_q a_\kappa .
\end{equation}
The second sign change comes from $a_\kappa a_q=-a_qa_\kappa$. The last term vanishes on $\Phi$, because $\kappa$ is empty there. Hence
\begin{equation}
A_n=\sum_{q\ {\rm occupied}}d_{\kappa q}\,\langle\Psi_n|a_q\Phi\rangle .
\label{eq:amp}
\end{equation}
The sum runs over occupied orbitals because $a_q\Phi=0$ for an empty $q$.

Two conditions reduce the intensities to Eq.~\eqref{eq:w}. First, a single orbital $k$ must contribute to the lines considered. Symmetry can ensure this. In a closed-shell magnesium atom, $1s^22s^22p^63s^2$, removal of a $2p$ electron leaves a state of odd parity, while removal of an $s$ electron leaves one of even parity. The three $2p$ orbitals and the two spins give states with different angular-momentum labels. If the $\Psi_n$ carry these labels, each is reached from one occupied orbital. Second, $|d_{\kappa k}|^2$, with $\kappa$ normalized per unit energy, must be the same for all lines. The photoelectron is slower when the ion takes more energy, so this is an approximation. It is reasonable when the photon energy is far above all ionization energies that carry appreciable intensity and $|d_{\kappa k}|^2$ varies slowly. The common factor then cancels when the intensities are normalized.

The product form of the final state is a separate assumption. It requires the electron to leave before the ion can respond, and it neglects energy exchanged between the two afterwards. Together these conditions define the sudden limit used here. In that limit the ion starts in $a_k\Phi$: the other electrons have not yet moved, and $w_n$ is the probability of finding this state in the eigenstate $\Psi_n$.

\subsection*{(b) What is the total intensity?}

Evaluate $\sum_nw_n$.

\paragraph{Solution.} The eigenstates of $H$ with $N-1$ electrons form a complete set, $\sum_n|\Psi_n\rangle\langle\Psi_n|=1$. Therefore
\begin{align}
\sum_nw_n&=\sum_n\langle a_k\Phi|\Psi_n\rangle\langle\Psi_n|a_k\Phi\rangle
=\langle a_k\Phi|a_k\Phi\rangle \nonumber\\
&=\langle\Phi|a_k^\dagger a_k|\Phi\rangle=1 .
\label{eq:norm}
\end{align}
The last operator counts the electrons in spin orbital $k$, and this orbital is filled in $\Phi$. The $w_n$ are therefore probabilities without further normalization. Dropping the continuum would leave a sum below one whenever shake-off has nonzero probability.

\subsection*{(c) How can the mean ion energy be found without the ion states?}

Express $\sum_nw_nE_n$ as an expectation value that contains no $\Psi_n$.

\paragraph{Solution.} Since $E_n$ is the eigenvalue belonging to $\Psi_n$, it can be replaced by $H$ acting on that state:
\begin{align}
\sum_nw_nE_n
&=\sum_n\langle a_k\Phi|\Psi_n\rangle E_n\langle\Psi_n|a_k\Phi\rangle \nonumber\\
&=\sum_n\langle a_k\Phi|H|\Psi_n\rangle\langle\Psi_n|a_k\Phi\rangle
=\langle a_k\Phi|H|a_k\Phi\rangle .
\label{eq:moment}
\end{align}
The last equality again uses completeness. The expectation value is finite, because the remaining orbitals have finite kinetic and Coulomb energies.

The state $a_k\Phi$ is in general not an eigenstate of $H$. Its energy is not sharp, and a measurement of the ion's energy gives different values in different events. Their average is the energy of the unrelaxed ion. The later evolution of the isolated ion changes neither this average nor any single $w_n$, because each $\Psi_n$ only acquires a phase. The intensities are fixed at the moment of removal.

\subsection*{(d) What is the energy of a determinant?}

Let $S$ be the set of orbitals occupied in a determinant. Derive its energy $E(S)$ from Eq.~\eqref{eq:H}.

\paragraph{Solution.} In the one-electron term, $a_q$ empties an occupied orbital $q$. The overlap with the original determinant is nonzero if $a_p^\dagger$ refills the same orbital, so $p=q$. This gives $\sum_{i\in S}h_{ii}$.

In the two-electron term, $a_sa_r$ empties two different occupied orbitals $r$ and $s$. The operators $a_p^\dagger a_q^\dagger$ must refill these two, which can happen in two ways. For $p=r$ and $q=s$,
\begin{equation}
a_r^\dagger a_s^\dagger a_sa_r=a_r^\dagger(a_s^\dagger a_s)a_r ,
\end{equation}
and its expectation value is $+1$, since $s$ is still filled after $r$ has been emptied. For $p=s$ and $q=r$, the interchange $a_s^\dagger a_r^\dagger=-a_r^\dagger a_s^\dagger$ gives $-1$. Thus the two-electron energy is
\begin{equation}
\frac12\sum_{\substack{r,s\in S\\ r\ne s}}\left(\langle rs|rs\rangle-\langle sr|rs\rangle\right).
\end{equation}
Exchanging the names of the two integration variables in Eq.~\eqref{eq:integral} shows that $\langle sr|rs\rangle=\langle rs|sr\rangle$. Define
\begin{equation}
\langle ij||ij\rangle=\langle ij|ij\rangle-\langle ij|ji\rangle .
\end{equation}
This is the Coulomb repulsion minus the exchange term. It vanishes for $i=j$, so the restriction $r\ne s$ can be dropped:
\begin{equation}
E(S)=\sum_{i\in S}h_{ii}+\frac12\sum_{i,j\in S}\langle ij||ij\rangle .
\label{eq:ES}
\end{equation}
The factor $\frac12$ is present because each pair occurs twice, as $(i,j)$ and as $(j,i)$.

\subsection*{(e) What is the mean ionization energy?}

Define ionization energies from the Hartree-Fock energy, $I_n=E_n-E_{\rm HF}$. Find $\sum_nw_nI_n$ in terms of the Fock operator
\begin{equation}
F_{pq}=h_{pq}+\sum_{j\in\Phi}\langle pj||qj\rangle,\qquad
\langle pj||qj\rangle=\langle pj|qj\rangle-\langle pj|jq\rangle .
\label{eq:F}
\end{equation}

\paragraph{Solution.} Up to a sign, $a_k\Phi$ is the normalized determinant of the remaining $N-1$ orbitals. The sign does not affect an expectation value. Equation~\eqref{eq:ES} therefore applies to both $\Phi$ and $a_k\Phi$, with the same orbitals. Subtraction leaves the terms that contain $k$:
\begin{align}
E_{\rm HF}-\langle a_k\Phi|H|a_k\Phi\rangle
={}&h_{kk}+\frac12\sum_{j\in\Phi}\langle kj||kj\rangle
+\frac12\sum_{i\in\Phi}\langle ik||ik\rangle \nonumber\\
&-\frac12\langle kk||kk\rangle .
\end{align}
The first sum has $k$ as first index, the second has it as second index. The term with $k$ in both places was counted twice and is subtracted once; it is zero in any case. Since $\langle ik||ik\rangle=\langle ki||ki\rangle$, the two sums are equal, and their factors $\frac12$ add to one:
\begin{equation}
E_{\rm HF}-\langle a_k\Phi|H|a_k\Phi\rangle
=h_{kk}+\sum_{j\in\Phi}\langle kj||kj\rangle=F_{kk}.
\label{eq:loss}
\end{equation}
Now use Eqs.~\eqref{eq:norm} and \eqref{eq:moment}:
\begin{align}
\sum_nw_nI_n&=\sum_nw_nE_n-E_{\rm HF}\sum_nw_n \nonumber\\
&=\langle a_k\Phi|H|a_k\Phi\rangle-E_{\rm HF}=-F_{kk}.
\label{eq:general}
\end{align}
Canonical Hartree-Fock orbitals diagonalize the Fock operator, with $F_{kk}=\varepsilon_k$. For them,
\begin{equation}
\boxed{\ \sum_nw_n\,(E_n-E_{\rm HF})=-\varepsilon_k\ }
\label{eq:rule}
\end{equation}
A bound orbital has negative $\varepsilon_k$, so the mean is positive.

The simplest limit is a one-electron atom. Its ion has no electrons and a single state, so there is one line. The repulsion sum vanishes and the line lies at $-h_{kk}=-\varepsilon_k$. With more electrons, Eq.~\eqref{eq:rule} fixes the centroid of the spectrum and does not by itself locate any one line.

\subsection*{(f) Does the argument need optimized orbitals?}

State what changes if the orbitals are rotated, first within the occupied set and then between occupied and empty orbitals.

\paragraph{Solution.} The derivation used the determinant form of $\Phi$ and the definition of $F$. It did not use the condition that $E_{\rm HF}$ be stationary. Equation~\eqref{eq:general} therefore holds for any determinant, provided that $F$ is built from that determinant's own orbitals and energies are measured from its own energy.

A rotation within the occupied set leaves $\Phi$ unchanged up to a phase, and so leaves $F$ unchanged. It does change which electron is removed. For $\varphi_k=\cos\theta\,\varphi_a+\sin\theta\,\varphi_b$ with canonical $a$ and $b$, the off-diagonal element $F_{ab}$ is zero and
\begin{equation}
-F_{kk}=-\cos^2\theta\,\varepsilon_a-\sin^2\theta\,\varepsilon_b .
\end{equation}
A rotation into empty orbitals changes the density, and $F$ must then be calculated anew.

Both cases were tested for magnesium by rotating its $3s$ orbital by $30^\circ$ for both spins. Mixing it with $2s$ made the removal energy 30.775~eV, and mixing it with an empty $s$ orbital made it 5.949~eV. These are differences between two determinant energies. Each agreed within $10^{-7}$ hartree with $-F_{kk}$ from the rotated density.

\section{Main line, satellites and magnesium}

The symbols taken from the first half are these. An electron is removed from the occupied canonical spin orbital $k$, with orbital energy $\varepsilon_k$, of the Hartree-Fock determinant $\Phi$, whose energy is $E_{\rm HF}$. The ion has eigenstates $\Psi_n$ with energies $E_n$. Line $n$ has intensity $w_n=|\langle\Psi_n|a_k\Phi\rangle|^2$ and ionization energy $I_n=E_n-E_{\rm HF}$. In the sudden limit,
\begin{equation}
\sum_nw_n=1,\qquad \sum_nw_nI_n=-\varepsilon_k ,
\label{eq:two}
\end{equation}
where the sums cover the whole ion spectrum. The second sum followed from $\langle a_k\Phi|H|a_k\Phi\rangle=E_{\rm HF}-\varepsilon_k$.

In the sudden limit, the intensity-weighted mean ionization energy for removal from a canonical orbital $k$ of a Hartree-Fock determinant is $-\varepsilon_k$. It remains to connect the main line's shift with the satellites, apply the result to magnesium, and examine the effects of an incomplete ion space, a correlated initial atom and a finite photon energy.
